# Steady peak temperature rise of fused silica under a Gaussian beam

## Definitions and conventions

Fused silica fills the half-space $z>0$. It has a constant, isotropic thermal conductivity $k$. A continuous beam is absorbed in the plane $z=0$, and the absorbed power per unit area is

$$q(r)=\frac{2P}{\pi w^2}\,e^{-2r^2/w^2}. \qquad (1)$$

Here $r$ is the distance from the beam axis, and $w$ is the radius at which the intensity has fallen to $1/e^2$ of its central value. The prefactor makes $P$ the total absorbed power:

$$\int_0^\infty q\,2\pi r\,dr=\frac{4P}{w^2}\int_0^\infty r\,e^{-2r^2/w^2}dr=\frac{4P}{w^2}\cdot\frac{w^2}{4}=P .$$

Reflected or transmitted light is not part of $P$.

The temperature rise above the surroundings is $\Delta T$. In the basic model no heat leaves through the surface, and $\Delta T\to0$ far from the beam. The steady equations are

$$\nabla^2\Delta T=0,\qquad -k\left.\frac{\partial \Delta T}{\partial z}\right|_{z=0}=q(r). \qquad (2)$$

They are classical and contain no atomic constant, so the algebra reads the same in atomic units as in any other coherent set. The numbers are $P=10$ mW, $w=10$ µm and $k=1.4$ W/(m K).

## Back-of-envelope argument

The heat enters through a spot of area about $\pi w^2$, so the typical flux is $P/(\pi w^2)$. Below the spot the heat spreads in all directions, and the temperature falls substantially over a distance of about $w$. Setting the flux equal to $k\,\Delta T/w$ gives

$$\Delta T\sim\frac{P}{\pi k w}=\frac{10^{-2}\ \text{W}}{\pi\times1.4\times10^{-5}\ \text{W/K}}\approx 230\ \text{K}. \qquad (3)$$

At fixed power the rise scales as $1/w$, not $1/w^2$. Halving the radius quadruples the flux, but it also halves the distance over which the temperature drops.

## Controlled derivation

**Point source.** Let power $P_1$ enter at one point of the surface, and let $R$ be the distance from that point. Try $\Delta T=C/R$, which satisfies Laplace's equation for $R>0$. Its normal derivative, $-Cz/R^3$, vanishes on the surface away from the source, as insulation requires. The radial flux density is $kC/R^2$. Through a hemisphere of area $2\pi R^2$ it carries $2\pi kC$, which must equal $P_1$. Hence

$$\Delta T=\frac{P_1}{2\pi kR}. \qquad (4)$$

**Superposition.** Equations (2) are linear, so the contributions of all surface elements add. At the beam centre the ring between $r$ and $r+dr$ brings in power $q(r)\,2\pi r\,dr$ at distance $r$. The factor $r$ of the ring area cancels the $1/r$ of the response:

$$\Delta T_0=\int_0^\infty\frac{q(r)\,2\pi r\,dr}{2\pi k r}=\frac1k\int_0^\infty q(r)\,dr. \qquad (5)$$

The Gaussian integral is $\int_0^\infty e^{-2r^2/w^2}dr=\tfrac{w}{2}\sqrt{\pi/2}$, so

$$\Delta T_0=\frac{2P}{\pi k w^2}\cdot\frac w2\sqrt{\frac\pi2}=\frac{P}{\pi k w}\sqrt{\frac{\pi}{2}}=\boxed{\frac{P}{\sqrt{2\pi}\,k\,w}}. \qquad (6)$$

With $\sqrt{2\pi}=2.507$,

$$\Delta T_0=\frac{10^{-2}\ \text{W}}{2.507\times1.4\times10^{-5}\ \text{W/K}}=285\ \text{K},$$

or $k_B\Delta T_0=24.6$ meV.

**Comparison with the estimate.** For a uniform disc of radius $w$, the flux in (5) is $P/(\pi w^2)$ up to $r=w$ and zero beyond. The integral then gives $P/(\pi kw)$, which is the estimate (3). The rough argument therefore gives the central rise of a top-hat beam. The Gaussian result is larger by $\sqrt{\pi/2}=1.25$, because its flux is concentrated towards the centre.

## The surface profile

A transform in the surface plane shows where the maximum lies, and it also handles the corrections below. Write

$$\Delta T(r,0)=\frac1{2\pi}\int_0^\infty \hat q(\lambda)\,S(\lambda)\,J_0(\lambda r)\,\lambda\,d\lambda, \qquad (7)$$

where $\hat q$ is the two-dimensional Fourier transform of $q$, and $S$ is the surface rise per unit flux at wavenumber $\lambda$. The Gaussian factorizes in $x$ and $y$. Each factor gives

$$\int_{-\infty}^{\infty}e^{-2x^2/w^2}\cos(\lambda_x x)\,dx=w\sqrt{\frac\pi2}\;e^{-\lambda_x^2w^2/8},$$

and therefore

$$\hat q=\frac{2P}{\pi w^2}\cdot\frac{\pi w^2}{2}\,e^{-\lambda^2w^2/8}=P\,e^{-\lambda^2w^2/8}.$$

Inside the glass each component decays as $e^{-\lambda z}$, so its surface flux is $k\lambda$ times its surface temperature. Thus $S=1/(k\lambda)$ and

$$\Delta T(r,0)=\frac{P}{2\pi k}\int_0^\infty e^{-\lambda^2w^2/8}J_0(\lambda r)\,d\lambda. \qquad (8)$$

At depth $z$ the integrand gains a factor $e^{-\lambda z}\le1$. Since also $|J_0|\le1=J_0(0)$, no point is hotter than the surface centre. There the integral is $\sqrt{2\pi}/w$, which returns (6).

For the profile, write $J_0(\lambda r)$ as the average of $\cos(\lambda r\sin\theta)$ over $\theta$. The $\lambda$ integral then gives $(\sqrt{2\pi}/w)\,e^{-2s\sin^2\theta}$ with $s=r^2/w^2$. Because $2\sin^2\theta=1-\cos2\theta$, and the average of $e^{s\cos2\theta}$ is the modified Bessel function $I_0(s)$,

$$\Delta T(r,0)=\Delta T_0\,e^{-r^2/w^2}I_0(r^2/w^2). \qquad (9)$$

At $r=w$ the rise is still 133 K, although the flux there is $e^{-2}$ of its central value. For $r\gg w$, $I_0(s)\approx e^s/\sqrt{2\pi s}$, and (9) becomes $P/(2\pi kr)$, the point-source law.

A coaxial probe beam of the same radius does not read the peak. Its normalized intensity supplies another factor $e^{-\lambda^2w^2/8}$ in the integral. Doubling the exponent divides a Gaussian integral by $\sqrt2$, so the probe average is $\Delta T_0/\sqrt2=201.5$ K.

A separate finite-volume solution of (2), on a mesh reaching about 1000 beam radii, gave a peak of 284.5 K. This is 0.2 % below the closed formula.

## How long the steady state takes

Let $C$ be the heat capacity per unit volume and $D=k/C$ the diffusivity. Follow the heat $P\,ds$ absorbed a time $s$ earlier. Diffusion adds $2Ds$ to the variance along each lateral axis. That variance starts at $w^2/4$, so $w^2$ becomes $w^2+8Ds$. In depth, the one-dimensional kernel at its origin, $1/\sqrt{4\pi Ds}$, is doubled because the surface is insulated. The central rise is therefore

$$\Delta T(t)=\int_0^t\frac{P}{C}\,\frac{2}{\pi(w^2+8Ds)}\,\frac{ds}{\sqrt{\pi Ds}} .$$

Put $u=\sqrt s$, so that $ds/\sqrt s=2\,du$:

$$\Delta T(t)=\frac{4P}{\pi C\sqrt{\pi D}}\int_0^{\sqrt t}\frac{du}{w^2+8Du^2}
=\frac{4P}{\pi C\sqrt{\pi D}}\cdot\frac{\arctan(\sqrt{8Dt}/w)}{w\sqrt{8D}} .$$

With $CD=k$ the prefactor becomes $\sqrt2P/(\pi^{3/2}kw)=2\Delta T_0/\pi$, and

$$\Delta T(t)=\Delta T_0\,\frac2\pi\arctan\frac{\sqrt{8Dt}}{w}. \qquad (10)$$

A rough $C=1.6$ MJ/(m³ K) gives $D=0.875$ mm²/s. Half the rise is reached when $\sqrt{8Dt}=w$, at $t=14$ µs. Reaching 99 % takes 58 ms, some four thousand times longer. The approach is slow because at late times the missing fraction is $2w/(\pi\sqrt{8Dt})$, a power law and not an exponential. This tail belongs to the unbounded half-space. A heat sink at depth $d$ cuts it off exponentially, with slowest time constant $4d^2/(\pi^2D)$, about 0.5 s for $d=1$ mm.

## Conductivity that changes with temperature

A rise of 285 K is too large for constant $k$ to be taken for granted. Near and above room temperature the conductivity of silica increases. A rough linear model is $k(\Delta T)=k(1+b\,\Delta T)$ with $b=0.001$ K⁻¹. Define

$$\Theta=\int_0^{\Delta T}(1+bt)\,dt=\Delta T+\tfrac12 b\,\Delta T^2. \qquad (11)$$

Then $k\nabla\Theta=k(1+b\Delta T)\nabla\Delta T$, which is minus the true heat flux. Thus $\Theta$ satisfies the linear problem (2) with the original $k$, and its central value is $\Delta T_0$. Taking the positive root of the quadratic,

$$\Delta T=\frac{\sqrt{1+2b\,\Delta T_0}-1}{b}=\frac{\sqrt{1.570}-1}{0.001\ \text{K}^{-1}}=253\ \text{K}. \qquad (12)$$

The bare-surface estimate falls by 32 K, or 11 % of 285 K. For $b\,\Delta T_0\ll1$ the reduction is $b\,\Delta T_0^2/2$, so it fades quadratically as the power is lowered.

## A metal film on the surface

In a thermoreflectance measurement a thin metal film usually absorbs the light. Let it have conductivity $k_f$ and thickness $h\ll w$. The temperature drop through such a film is at most about $q(0)h/k_f$, a few hundredths of a kelvin here, so one temperature describes each point of it. The absorbed flux either enters the glass or spreads sideways in the film. At wavenumber $\lambda$ this balance reads

$$\hat q=(k\lambda+k_fh\lambda^2)\,\widehat{\Delta T},\qquad S=\frac{1}{k\lambda(1+\lambda L)},\qquad L=\frac{k_fh}{k}. \qquad (13)$$

The central rise becomes

$$\Delta T_{\rm film}=\frac{P}{2\pi k}\int_0^\infty\frac{e^{-\lambda^2w^2/8}}{1+\lambda L}\,d\lambda. \qquad (14)$$

Two limits show what $L$ does. If $L\ll w$, expand $1/(1+\lambda L)\approx1-\lambda L$ and use $\int_0^\infty\lambda e^{-\lambda^2w^2/8}d\lambda=4/w^2$:

$$\Delta T_{\rm film}\approx\Delta T_0\left(1-\frac{4L}{\sqrt{2\pi}\,w}\right)=\Delta T_0\left(1-1.60\,\frac Lw\right). \qquad (15)$$

If $L\gg w$, the integrand is close to $1/(\lambda L)$ for $1/L\ll\lambda\ll1/w$. To leading logarithm,

$$\Delta T_{\rm film}\approx\frac{P}{2\pi k_fh}\ln\frac Lw .$$

The film then sets the scale of the rise, and the glass enters through the logarithm. The leading logarithm is approached slowly: the integral (14) exceeds it by 35 % at $L=10w$ and by 16 % at $L=100w$.

For aluminium take the rough values $k_f=150$ W/(m K) and $h=80$ nm. Then

$$L=\frac{150\times80\times10^{-9}}{1.4}\ \text{m}=8.6\ \text{µm}.$$

This is comparable with $w$, so neither limit applies. Numerical integration of (14) gives 144 K, a factor 0.504 of the bare result. The film is less than a hundredth of the beam radius thick, but it conducts about a hundred times better than the glass, and the two factors nearly compensate.

When the film and the temperature-dependent glass are treated together, with the aluminium conductivity held constant, the finite-volume solution gives 139 K. The change of $k$ now removes about 5 K instead of 32 K. The smaller rise accounts for much of this: for a bare surface, (12) with 144 K in place of $\Delta T_0$ gives a reduction of 9 K. The film lowers it further, because in the balance (13) only the glass term $k\lambda$ grows with temperature, while the film term $k_fh\lambda^2$ stays fixed.

## How thin the absorbing layer must be

Now remove the film and let bare glass absorb over a depth $\delta$, with source density $\hat q\,e^{-z/\delta}/\delta$. Consider first a heated sheet at depth $z'$. Above it, insulation selects $B\cosh\lambda z$. Below it, the decaying solution is $B\cosh(\lambda z')\,e^{-\lambda(z-z')}$. The fluxes leaving both sides add up to the input:

$$k\lambda B(\sinh\lambda z'+\cosh\lambda z')=k\lambda B\,e^{\lambda z'}=\hat q .$$

The surface value is therefore $B=\hat q\,e^{-\lambda z'}/(k\lambda)$. Averaging over the absorption profile gives

$$S=\frac1{k\lambda}\int_0^\infty e^{-\lambda z'}\,\frac{e^{-z'/\delta}}{\delta}\,dz'=\frac{1}{k\lambda(1+\lambda\delta)}. \qquad (16)$$

This is (13) with $L$ replaced by $\delta$. For a round value $\delta=1$ µm the surface peak is 248 K, which is 37 K or 13 % below the ideal case. By (15), an error under 1 % requires $\delta\lesssim0.006\,w$, about 60 nm here. "At its surface" is thus a demanding condition.

## Smaller corrections

**Air.** Still air above a bare surface is a second conducting half-space. Let the temperature field in the air mirror that in the glass. Both media then share the surface temperature, and their fluxes add, so $k$ is replaced by $k+k_{\rm air}$. With a rough 0.03 W/(m K), suited to air at about 350 K, the peak drops by 6 K, or 2 %. Air as hot as the peak conducts about half again as well, and using that larger value everywhere would give a drop of about 9 K. Convection is not included.

**Finite substrate.** A heat sink at depth $d$ forces each component to vary as $\sinh\lambda(d-z)$, so $S=\tanh(\lambda d)/(k\lambda)$. For $d\gg w$ the Gaussian factor is close to 1 wherever $1-\tanh\lambda d$ matters. The drop is

$$\frac{P}{2\pi k}\int_0^\infty(1-\tanh\lambda d)\,d\lambda=\frac{P}{2\pi kd}\int_0^\infty\frac{2e^{-2x}}{1+e^{-2x}}\,dx=\frac{P\ln2}{2\pi kd}. \qquad (17)$$

For $d=1$ mm this is 0.8 K.

**Radiation.** A surface loss $H\Delta T$ changes the response to $S=1/(k\lambda+H)$. For a black surface in 300 K surroundings, take $H=\sigma(T^4-T_a^4)/(T-T_a)$ at the ideal peak, with $\sigma$ the Stefan–Boltzmann constant and $T_a$ the ambient temperature. This gives 21.7 W/(m² K). The ratio increases with $T$, so using the peak value everywhere overstates the loss. The resulting drop, an upper bound, is 0.17 K.

**Interface resistance.** Between film and glass let the conductance per area be $G$. The glass admittance $g=k\lambda$ becomes $g'$, with $1/g'=1/g+1/G$, so $g-g'=gg'/G$. With $a=k_fh\lambda^2$, the response increases by

$$\frac1{a+g'}-\frac1{a+g}=\frac1G\,\frac{g}{a+g}\,\frac{g'}{a+g'}<\frac1G .$$

Inserted in (7), this bounds the extra film temperature by $q(0)/G$. For a rough $G=100$ MW/(m² K) and $q(0)=63.7$ MW/m² the bound is 0.64 K. The full integral gives 0.10 K.

## Reading the result for a real sample

The 285 K belongs to the stated ideal: a bare surface, absorption in a negligible depth and constant $k$. Clear fused silica transmits visible light, so a real experiment there needs an absorbing coating. An aluminium film of the rough size used above breaks the bare-surface assumption and halves the answer. It is the largest of the effects sized here, and about 140 K is the better estimate for such a sample. This figure depends on the actual film conductivity and thickness through $L$. If a rise of 144 K were interpreted with (6), the inferred conductivity would be $1.4/0.504\approx2.8$ W/(m K), twice the value put in. That figure refers to the peak. A coaxial probe of equal radius reads the average, given by (14) with the exponent doubled. This is 116 K against 201.5 K for the bare surface, a factor 0.576, so the conductivity inferred from such a reading would be about 2.4 W/(m K).

Either rise is large for a measurement meant to give the conductivity near room temperature. In the constant-$k$ model the rise is proportional to $P$, so limiting the coated sample to 10 K, with the same beam and film, requires about 0.7 mW absorbed. For a pulsed or modulated pump in the linear model, these formulas give the time-averaged rise when $P$ is the average absorbed power. The excursions within each cycle come on top. The numerical output lists the separate contributions.

## Calculated quantities

```
absorbed power P: 10.0 mW
1/e^2 radius w: 10.0 um
silica conductivity k: 1.40 W/(m K)
central absorbed flux: 63.66 MW/m^2
PEAK RISE, closed formula: 285.0 K
peak rise as k_B*dT: 24.56 meV
peak rise, finite-volume solution: 284.5 K
average seen by equal coaxial probe: 201.5 K
surface rise at r = w, formula: 132.7 K
rough volumetric heat capacity: 1.60 MJ/(m^3 K)
diffusivity D: 0.875 mm^2/s
time to half of steady rise: 14.3 us
time to 99 percent of steady rise: 57.9 ms
rough conductivity slope b: 0.0010 1/K
bare peak with k(T): 253.0 K
drop due to k(T): 32.0 K
rough film conductivity: 150 W/(m K)
rough film thickness: 80 nm
film spreading length L: 8.57 um
peak with film, constant k: 143.5 K
drop due to film: 141.4 K
ratio film-coated to bare peak: 0.504
joint film and k(T), finite-volume: 138.8 K
round absorption depth, bare glass: 1.0 um
bare peak with that depth: 248.2 K
drop due to absorption depth: 36.7 K
rough air conductivity: 0.030 W/(m K)
drop due to air above bare glass: 6.0 K
substrate thickness: 1.0 mm
drop due to heat sink below: 0.79 K
ambient temperature: 300 K
black-surface loss coefficient: 21.7 W/(m^2 K)
upper bound of radiation drop: 0.17 K
rough interface conductance: 100 MW/(m^2 K)
interface bound q(0)/G: 0.64 K
interface rise with film spreading: 0.10 K
```
